# Choosing field steps and SCF thresholds for finite-field polarizabilities

For a water molecule, with 0.025 V/Å as the smallest field, one set of energies gives a polarizability that is wrong by 0.3% and a second hyperpolarizability that is too large by a factor of about 740. The energies come from self-consistent-field (SCF) runs stopped at a residual of $2.7\times10^{-3}$ eV, and no single energy is wrong by more than $1.0\times10^{-7}$ eV. A larger field cures the fault, but too large a field brings another. This guide derives the range between them and shows how the convergence threshold moves it.

## What is being extracted

The nuclei are fixed and a static uniform field $F$ points along $z$. In atomic units an electron has charge $-1$, so the field adds $+Fz$ to its energy; a nucleus of charge $Z$ at $R_z$ adds $-FZR_z$. The nuclear term is linear in $F$, so it enters the dipole moment but none of the higher coefficients. The energy is expanded as

$$E(F)=E_0-\mu F-\frac{\alpha F^2}{2}-\frac{\beta F^3}{6}-\frac{\gamma F^4}{24}-\frac{p_5F^5}{120}-\frac{p_6F^6}{720}-\dots$$

The general coefficient is $p_n$, with $p_1=\mu$, $p_2=\alpha$, $p_3=\beta$, $p_4=\gamma$. Some definitions omit the factorials, so conventions must be matched before values are compared. Reversing the $z$ axis changes the signs of $\mu$ and $\beta$ but not those of $\alpha$ and $\gamma$.

The fields form a geometric ladder, $F_k=x^kF_0$, used with both signs and together with zero field. Half-sums and half-differences separate even from odd powers:

$$S(F)=\frac{E(F)+E(-F)}2-E_0=-\frac{\alpha F^2}{2}-\frac{\gamma F^4}{24}-\frac{p_6F^6}{720}-\dots$$

$$D(F)=\frac{E(F)-E(-F)}2=-\mu F-\frac{\beta F^3}{6}-\frac{p_5F^5}{120}-\dots$$

Division gives the first two estimates:

$$-\frac{D}{F}=\mu+\frac{\beta}{6}F^2+\dots,\qquad -\frac{2S}{F^2}=\alpha+\frac{\gamma}{12}F^2+\dots$$

For $\beta$ the larger linear term must first be removed. In $D(xF)-xD(F)$ it cancels, the cubic term acquires the factor $x^3-x$ and the fifth-order term $x^5-x$. Since $(x^5-x)/(x^3-x)=x^2+1$,

$$-\frac{6[D(xF)-xD(F)]}{(x^3-x)F^3}=\beta+\frac{(x^2+1)p_5}{20}F^2+\dots$$

In the same way $S(xF)-x^2S(F)$ removes $\alpha$, and $(x^6-x^2)/(x^4-x^2)=x^2+1$, so

$$-\frac{24[S(xF)-x^2S(F)]}{(x^4-x^2)F^4}=\gamma+\frac{(x^2+1)p_6}{30}F^2+\dots$$

## What Romberg extrapolation removes

Each estimate has the form $P_{k,0}=p_n+c_1u_k+c_2u_k^2+\dots$ with $u_k=F_k^2$. The wanted number is its value at $u=0$. Let $q_{k,m}(u)$ be the polynomial of degree $m$ through rows $k$ to $k+m$. It can be built from two polynomials of lower degree:

$$q_{k,m}(u)=\frac{(u_{k+m}-u)\,q_{k,m-1}(u)+(u-u_k)\,q_{k+1,m-1}(u)}{u_{k+m}-u_k}.$$

At the shared points both lower polynomials give the data value and the weights add to one; at each end point the polynomial that misses the point has zero weight. Setting $u=0$ and using $u_{k+m}=x^{2m}u_k$ gives the Romberg step

$$P_{k,m}=\frac{x^{2m}P_{k,m-1}-P_{k+1,m-1}}{x^{2m}-1}.$$

The powers $u,\dots,u^m$ are reproduced by the interpolation and vanish at $u=0$. The first survivor is $u^{m+1}$. Its difference from its interpolant $I(u)$ has leading coefficient one and vanishes at the $m+1$ nodes, so $u^{m+1}-I(u)=\prod_j(u-u_{k+j})$. At zero this gives $I(0)=-\prod_j(-u_{k+j})=(-1)^m\prod_j u_{k+j}$. The product is $F_k^{2m+2}x^{2(0+1+\dots+m)}$, and therefore

$$P_{k,m}-p_n=(-1)^m x^{m(m+1)}c_{m+1}F_k^{2m+2}+\dots$$

With well-converged energies at $F_k=0.4$ V/Å and $x=2$, the errors of $\alpha$ in columns 0, 1 and 2 are $3.0\times10^{-5}$, $1.5\times10^{-7}$ and $2.9\times10^{-9}$ e²Å²/eV. The first can be predicted from $\gamma/12=1.858\times10^{-4}$ e⁴Å⁴/eV³: multiplied by $0.4^2$, it gives $2.97\times10^{-5}$. The second hyperpolarizability thus sets the leading field error of the raw polarizability.

The formula needs fields well inside the convergence radius of the series. A two-level model shows this. In dimensionless units let the gap be 1, the transition dipole 1/2 and the difference of the state dipoles 1. The matrix with diagonal elements $0$ and $1-F$ and coupling $-F/2$ has the lower eigenvalue

$$E=\frac{1-F}{2}-\frac12\sqrt{(1-F)^2+F^2}.$$

The root vanishes when $1-2F+2F^2=0$, at $F=(1\pm i)/2$. The distance of these points from zero is the radius, $R=1/\sqrt2$. For $\alpha$ in column 2, the true error divided by the leading formula is 0.9993 when the smallest field is $R/100$. With fields $R/2$, $R$ and $2R$ it is $-0.21$: the formula then has the wrong sign as well as the wrong size.

## What the SCF threshold means for the energy

Take closed-shell Hartree–Fock with real orbitals, $i,j$ occupied and $a,b$ virtual. Small rotations $\kappa_{ai}$ mix virtual orbitals into occupied ones. To second order the projector on the occupied space changes by $P_1+P_2$, where $P_1$ has elements $\kappa_{ai}$ in both occupied–virtual blocks, while $P_2$ has the virtual block $\kappa\kappa^T$ and the occupied block $-\kappa^T\kappa$. The density matrix is twice the projector. Because the energy is quadratic in the density,

$$\Delta E=2\,\mathrm{Tr}[\mathcal F(P_1+P_2)]+2\,\mathrm{Tr}(P_1G[P_1]),$$

with $\mathcal F$ the Fock matrix and $G$ the Coulomb term minus half the exchange term. The first trace gives $4\sum f_{ai}\kappa_{ai}$, where $f_{ai}$ is the occupied–virtual Fock block, plus $2\sum(f_{ab}\kappa_{ai}\kappa_{bi}-f_{ij}\kappa_{ai}\kappa_{aj})$. In the second trace, the two blocks of each $P_1$ give four equal Coulomb terms and two pairs of exchange terms, the latter with the factor $-1/2$. Together,

$$\Delta E=4f^T\kappa+2\kappa^TM\kappa,$$

$$M_{ai,bj}=f_{ab}\delta_{ij}-f_{ij}\delta_{ab}+4(ai|bj)-(ab|ij)-(aj|ib).$$

The minimum satisfies $4f+4M\kappa=0$, so $\kappa=-M^{-1}f$. Substitution gives $\Delta E=-4f^TM^{-1}f+2f^TM^{-1}f=-2f^TM^{-1}f$. An unfinished run therefore lies above the minimum by

$$\varepsilon=2f^TM^{-1}f.$$

The residual $g$ used here is the Frobenius norm (root sum of squares of all elements) of the commutator of the Fock and density matrices in an orthonormal basis. Its two occupied–virtual blocks are $\pm2f$, so $g^2=8|f|^2$. If $\lambda$ is the lowest eigenvalue of $M$, then $f^TM^{-1}f\le|f|^2/\lambda$, and

$$\varepsilon\le\delta=\frac{g^2}{4\lambda}.$$

This holds to leading order near a stable minimum. It applies to this definition of the residual; a threshold on the energy change between cycles, or a differently normalized gradient, needs its own conversion.

The same formula yields an independent polarizability. Applying a weak field to converged orbitals creates $f=Fz$, where $z$ holds the occupied–virtual dipole integrals. Relaxation lowers the energy by $2F^2z^TM^{-1}z$, which must equal $\alpha F^2/2$. Hence $\alpha=4z^TM^{-1}z$, with no energy differences involved.

## How energy errors reach the coefficients

Each table entry is a weighted sum of energies. If each energy is wrong by at most $\delta$, the entry is wrong by at most $\delta$ times the sum of the absolute weights, written $\delta N/F_k^n$. For raw $\alpha$, the weights of $E(F)$, $E(-F)$ and $E_0$ have magnitudes $1/F^2$, $1/F^2$ and $2/F^2$, so $N=4$. For $\beta$ with $x=2$ the prefactor is $6/6=1$, and $D(2F)-2D(F)$ has absolute weights adding to $1+2$, so $N=3$. For $\gamma$ the prefactor is $24/12=2$; in $S(2F)-4S(F)$ the outer energies contribute 1, the inner ones 4 and $E_0$ contributes 3, giving $N=16$.

At the lowest rung the $\gamma$ bound, with $\delta=2.5\times10^{-7}$ eV, is

$$\frac{16\times2.5\times10^{-7}}{0.025^4}\approx10\ \mathrm{e^4Å^4/eV^3}.$$

The value obtained there is 1.65, against a well-converged 0.00223. For $\alpha$ the bound is $4\times2.5\times10^{-7}/0.025^2=1.6\times10^{-3}$ e²Å²/eV, and the error found is $2.6\times10^{-4}$. The fourth power of a small field, against the second, accounts for the contrast at the start.

These are bounds, and the errors need not follow their power law from rung to rung. Doubling the field to 0.05 V/Å lowers the $\gamma$ bound 16-fold, while the error found drops about 2000-fold, to 35% of $\gamma$. The bound can also be halved when every error lies between 0 and $\delta$, as it does for runs that approach the same minimum from above. The weights sum to zero, so $\delta/2$ may be subtracted from every error, leaving magnitudes of at most $\delta/2$. The windows below keep the larger bound.

Extrapolation does not remove this noise. At 0.025 V/Å the $\gamma$ estimates in columns 0, 1 and 2 are 1.65, 2.19 and 2.34 e⁴Å⁴/eV³: the bad row is multiplied by $4/3$ and then by $16/15$.

A smooth convergence error behaves differently. If $\varepsilon(F)=\varepsilon_0+\varepsilon_1F+\varepsilon_2F^2/2+\dots$, then $S$ acquires $\varepsilon_2F^2/2$ and $\alpha$ is shifted by $-\varepsilon_2$ at every small field. This can arise when all runs start alike and stop after the same number of cycles. A flat plateau is then no proof of accuracy, whereas a tighter threshold exposes the shift. The runs here began from separately disturbed guesses, so this case was not tested.

## The field window

Let $\tau$ be the tolerated error, and write the truncation error as $TF^q$ with $q=2m+2$ and $T=x^{m(m+1)}|c_{m+1}|$. Giving each source half the tolerance requires $\delta N/F^n\le\tau/2$ and $TF^q\le\tau/2$, so

$$F_{\rm low}=\left(\frac{2\delta N}{\tau}\right)^{1/n},\qquad F_{\rm high}=\left(\frac{\tau}{2T}\right)^{1/q}.$$

The window is open when $F_{\rm low}\le F_{\rm high}$. Here $F$ is the smallest field in the entry; the largest is $x^mF$ for $\mu$ and $\alpha$, and $x^{m+1}F$ for $\beta$ and $\gamma$.

The smallest sum of the two bounds follows from setting its derivative to zero, $-n\delta NF^{-n-1}+qTF^{q-1}=0$:

$$F_*=\left(\frac{n\delta N}{qT}\right)^{1/(n+q)}.$$

At this field the truncation part is $n/q$ times the noise part, so the sum is $(1+n/q)\,\delta N/F_*^n$. Inserting $F_*$ shows that it scales as $(\delta N)^{q/(n+q)}T^{n/(n+q)}$.

Because $\delta\propto g^2$, the lower edge scales as $g^{2/n}$: as $g$ for $\alpha$, $g^{2/3}$ for $\beta$ and $g^{1/2}$ for $\gamma$. Tightening the threshold tenfold lowers the smallest usable field tenfold for $\alpha$, but about threefold for $\gamma$.

## Reading the water example

The molecule has O–H distances of 0.96 Å and an angle of 104.5°, treated by restricted Hartree–Fock in the aug-cc-pVDZ basis. The field axis runs from oxygen toward the hydrogens. Seven rungs with $x=2$ span 0.025 to 1.6 V/Å. The lowest eigenvalue of $M$ on the ladder is 7.40 eV, so the threshold of $2.72\times10^{-3}$ eV, labelled g=1e-4 hartree in the numerical output, gives

$$\delta=\frac{(2.72\times10^{-3})^2}{4\times7.40}=2.5\times10^{-7}\ \mathrm{eV}.$$

For $\alpha$ to 1%, $\tau=8.32\times10^{-4}$ e²Å²/eV. The lower edge in column 0 is

$$F_{\rm low}=\sqrt{\frac{2\times2.5\times10^{-7}\times4}{8.32\times10^{-4}}}=0.049\ \mathrm{V/Å}.$$

The upper edge is 1.48 V/Å and the best field 0.27 V/Å. There the combined bound is $2\times4\times2.5\times10^{-7}/0.27^2\approx2.7\times10^{-5}$ e²Å²/eV, or 0.03% of $\alpha$.

For $\beta$ to 5% the column-0 window is 0.31–1.74 V/Å, and for $\gamma$ to 10% it is 0.44–1.13 V/Å. Each ladder row inside a computed window was tested and met its tolerance. The truncation coefficients came from differences between neighbouring rows of well-converged tables, with the largest estimate used.

Extrapolation need not widen every window. For $\beta$, column 1 lowers the upper edge from 1.74 to 1.56 V/Å, because near those fields its $F^4$ term exceeds the $F^2$ term it replaced. For $\gamma$, column 1 has a nominal window of 0.47–1.79 V/Å but no ladder row inside it: the last row starts at 0.4 V/Å and already needs 1.6 V/Å. Upper edges whose entries would need fields beyond the ladder are extrapolations of the leading-term law, and some lie too high. For $\beta$ the actual truncation error is 3.3% at 1.74 V/Å in column 0 and 3.4% at 1.56 V/Å in column 1, against the 2.5% allotted; for $\gamma$ in column 1 it is 6.2% at 1.79 V/Å, against 5%.

A threshold ten times looser raises the lower edge for $\alpha$ to 0.49 V/Å, still inside its window. For $\gamma$ it becomes $0.435\sqrt{10}=1.38$ V/Å, above the upper edge of 1.13 V/Å, so the column-0 window closes. A closed window alone does not exclude every field, since the tolerance need not be split equally; the smallest sum of the two bounds decides. Here it lies at $F_*=0.672\times10^{1/3}=1.45$ V/Å and equals $3\times16\times2.5\times10^{-5}/1.45^4\approx2.7\times10^{-4}$ e⁴Å⁴/eV³, about 12% of $\gamma$. With the larger noise bound, this threshold therefore guarantees $\alpha$ to 1% but not raw $\gamma$ to 10%. The margin is thin: with the halved bound the smallest sum is about 10%, near 1.3 V/Å, too close to the tolerance to settle the matter. Both figures need fields beyond the ladder, where $\lambda$ is smaller than the 7.40 eV used here: 6.4 eV at 2.6 V/Å and 6.0 eV at 2.9 V/Å. With these values and the actual truncation errors, the sum is about 13.5% at 1.45 V/Å and, with the halved bound, about 10.4% at 1.3 V/Å, slightly above the tolerance.

The Romberg arithmetic for $\alpha$ at the $2.72\times10^{-3}$ eV threshold starts from the raw values 0.08321210, 0.08330171 and 0.08366745 e²Å²/eV at 0.4, 0.8 and 1.6 V/Å:

$$\frac{4(0.08321210)-0.08330171}{3}=0.08318223,$$

$$\frac{4(0.08330171)-0.08366745}{3}=0.08317980,$$

$$\frac{16(0.08318223)-0.08317980}{15}=0.08318239.$$

Linear response gives 0.08318237. The agreement is closer than the error estimate of $1.2\times10^{-5}$ warrants, so the last digits should not be relied on.

With well-converged energies the results are:

- $\mu=0.4166$ eÅ (0.7873 a.u.)
- $\alpha=0.08318$ e²Å²/eV (8.083 a.u.)
- $\beta=-1.022\times10^{-3}$ e³Å³/eV² ($-5.106$ a.u.)
- $\gamma=2.230\times10^{-3}$ e⁴Å⁴/eV³ (572.9 a.u.)

They agree with the dipole expectation value, the response polarizability and its field derivatives. This confirms the extraction at this level of theory. It does not measure the effect of electron correlation or nuclear vibration, and the values are far from converged in the basis. With aug-cc-pVTZ, $\mu$, $\alpha$, $\beta$ and $\gamma$ become 0.781, 8.42, $-7.26$ and 700 a.u.; with a second diffuse shell added to aug-cc-pVDZ they become 0.782, 8.49, $-4.9$ and 786 a.u. Thus $\alpha$ moves by 4–5%, $\gamma$ by 22–37% and $\beta$ by up to 42%, more than the tolerances set for the extraction. The windows also depend on the basis: with the second diffuse shell $\lambda$ at 1.6 V/Å falls to 5.8 eV, and the truncation error of raw $\gamma$ at 0.8 V/Å rises from 2.5% to 5%.

## Choosing the settings

Start from the highest coefficient wanted, since at comparable relative tolerances it usually needs the most accurate energies; then check the others in the same way. For a trial field inside the truncation limit, solve the noise condition for the threshold:

$$\delta\le\frac{\tau F^n}{2N},\qquad g\le\sqrt{4\lambda\delta}.$$

For raw $\gamma$ to 10% at 0.4 V/Å, $\delta\le2.23\times10^{-4}\times0.4^4/32=1.8\times10^{-7}$ eV, hence $g\le2.3\times10^{-3}$ eV. If $\lambda$ is unavailable, repeat several fields at a much tighter threshold and measure the energy changes. Such a sample estimates $\delta$ but does not bound it.

A stricter tolerance narrows the window from both sides. At the point of closure $F=F_{\rm high}\propto\tau^{1/q}$, so $\delta\propto\tau^{1+n/q}$ and $g\propto\tau^{(n+q)/(2q)}$. For raw $\gamma$ this is $\tau^{3/2}$; in column 1 it is $\tau$. For sufficiently small tolerances, extrapolation therefore demands less of the convergence than the raw estimate does, provided the larger fields remain safe. At a loose tolerance the order can be reversed. For $\beta$ to 5% the column-0 window, 0.31–1.74 V/Å, is wider than the column-1 window, 0.34–1.56 V/Å, so the raw estimate tolerates the looser threshold. For $\gamma$ to 10% the same happens if no field may exceed 1.6 V/Å: the raw estimate can then start at 0.8 V/Å, but column 1 must start at 0.4 V/Å or below, where the noise is much larger.

The ladder ratio is a milder choice. For $\alpha$ in column 1, adding the absolute weights gives

$$N=\frac{2x^2+2/x^2}{x^2-1}+2+\frac{2}{x^2}.$$

This is 5.33 for $x=2$ and 8 for $x=\sqrt2$, and it diverges as $x\to1$, where neighbouring rows carry nearly the same information. The truncation factor $x^2$ falls from 4 to 2. With $n=2$ and $q=4$ the best combined bound scales as $N^{2/3}(x^2)^{1/3}$, which is 4.85 for $x=2$ and 5.04 for $x=\sqrt2$. The two ratios are nearly equivalent for this entry, and $x=2$ covers a given range with fewer runs.

To select an entry from the finished table, minimize

$$|P_{k,m}-P_{k+1,m-1}|+\frac{\delta N}{F_k^n},\qquad m\ge1.$$

The first term senses truncation and the second guards against noise. At the $2.72\times10^{-3}$ eV threshold this rule selects $\gamma=2.22\times10^{-3}$ e⁴Å⁴/eV³ with an estimated error of 12%; the actual error is 0.2%. The rule can be misled if two truncation errors happen to agree, so neighbouring entries should be inspected too.

Tightening the threshold stops helping once rounding dominates. Repeated well-converged runs scatter by up to $2.3\times10^{-12}$ eV. Used as $\delta$ for raw $\gamma$ to 10%, this puts the lower edge near 0.024 V/Å, just below the first rung. Smaller fields would then need more precise arithmetic, not more SCF cycles.

The upper limit also has a physical side. In a uniform field the potential energy of an electron falls without limit in one direction, so a real molecule can ionize. A basis whose functions all stay near the molecule can hide that escape and return a bound state; functions placed far away on the downhill side would let electrons leave. If the extracted values change by more than their estimated errors when the largest rung is removed, the ladder should be moved down and the threshold tightened to match. A change when diffuse functions are added is harder to read: it may only show that the smaller basis was incomplete, which a lower ladder does not cure.

## Numbers as computed

```
water: O-H 0.96 A, angle 104.5 deg, 41 basis functions
RHF energy at zero field: -2069.188007 eV
lowest response eigenvalue on ladder: 7.4019 eV
repeat-run energy scatter, tight SCF: 2.3e-12 eV
model: error/formula at F0=R/100: 0.9993, at F0=R/2: -0.211
g=2.721e-02 eV: delta bound 2.50e-05 eV, largest error 7.62e-06 eV, alpha F_low 0.4904 V/A
g=2.721e-03 eV: delta bound 2.50e-07 eV, largest error 1.00e-07 eV, alpha F_low 0.0490 V/A
g=2.721e-04 eV: delta bound 2.50e-09 eV, largest error 1.19e-09 eV, alpha F_low 0.0049 V/A
alpha, g=1e-4 hartree, columns 0 1 2 [e^2 A^2/eV]:
  F=0.025 V/A: 8.292567e-02 8.283999e-02 8.281716e-02
  F=0.050 V/A: 8.318273e-02 8.318243e-02 8.318247e-02
  F=0.100 V/A: 8.318363e-02 8.318193e-02 8.318199e-02
  F=0.200 V/A: 8.318875e-02 8.318096e-02 8.318088e-02
  F=0.400 V/A: 8.321210e-02 8.318223e-02 8.318239e-02
  F=0.800 V/A: 8.330171e-02 8.317979e-02
  F=1.600 V/A: 8.366745e-02
beta, g=1e-4 hartree, columns 0 1 2 [e^3 A^3/eV^2]:
  F=0.025 V/A: -2.603282e-03 -3.125172e-03 -3.263582e-03
  F=0.050 V/A: -1.037610e-03 -1.049023e-03 -1.052571e-03
  F=0.100 V/A: -1.003372e-03 -9.958035e-04 -9.936456e-04
  F=0.200 V/A: -1.026077e-03 -1.028172e-03 -1.028662e-03
  F=0.400 V/A: -1.019791e-03 -1.020820e-03
  F=0.800 V/A: -1.016703e-03
gamma, g=1e-4 hartree, columns 0 1 2 [e^4 A^4/eV^3]:
  F=0.025 V/A: 1.645185e+00 2.193099e+00 2.339222e+00
  F=0.050 V/A: 1.442968e-03 1.242161e-03 1.195056e-03
  F=0.100 V/A: 2.045388e-03 1.948745e-03 1.920859e-03
  F=0.200 V/A: 2.335315e-03 2.367035e-03 2.376509e-03
  F=0.400 V/A: 2.240157e-03 2.224921e-03
  F=0.800 V/A: 2.285864e-03
alpha errors, tight SCF, F=0.4 V/A, columns 0 1 2 [e^2 A^2/eV]: 2.98e-05 1.46e-07 2.86e-09
alpha slope in F^2 1.86078e-04, gamma/12 1.85795e-04 e^4 A^4/eV^3
tight mu: 4.166077e-01 +- 5.7e-11 e A (F=0.100 V/A, column 3)
tight alpha: 8.318237e-02 +- 1.4e-09 e^2 A^2/eV (F=0.100 V/A, column 3)
tight beta: -1.021832e-03 +- 1.4e-08 e^3 A^3/eV^2 (F=0.100 V/A, column 2)
tight gamma: 2.229541e-03 +- 3.1e-07 e^4 A^4/eV^3 (F=0.200 V/A, column 2)
g=1e-4 mu: 4.166076e-01 +- 1.4e-06 e A (F=0.400 V/A, column 2)
g=1e-4 alpha: 8.318239e-02 +- 1.2e-05 e^2 A^2/eV (F=0.400 V/A, column 2)
g=1e-4 beta: -1.020820e-03 +- 2.0e-05 e^3 A^3/eV^2 (F=0.400 V/A, column 1)
g=1e-4 gamma: 2.224921e-03 +- 2.7e-04 e^4 A^4/eV^3 (F=0.400 V/A, column 1)
response mu: 4.166077e-01 e A; tight Romberg in a.u.: 0.78727
response alpha: 8.318237e-02 e^2 A^2/eV; tight Romberg in a.u.: 8.08313
response beta: -1.021828e-03 e^3 A^3/eV^2; tight Romberg in a.u.: -5.10596
response gamma: 2.229542e-03 e^4 A^4/eV^3; tight Romberg in a.u.: 572.87894
alpha col 0, tol 1%: N=4.000, F_low 0.049, F_high 1.478, F* 0.269 V/A, rungs 5
alpha col 1, tol 1%: N=5.333, F_low 0.057, F_high 2.910, F* 0.697 V/A, rungs 4
beta col 0, tol 5%: N=3.000, F_low 0.309, F_high 1.736, F* 0.668 V/A, rungs 2
beta col 1, tol 5%: N=4.125, F_low 0.343, F_high 1.555, F* 0.781 V/A, rungs 1
gamma col 0, tol 10%: N=16.000, F_low 0.435, F_high 1.132, F* 0.672 V/A, rungs 1
gamma col 1, tol 10%: N=21.417, F_low 0.468, F_high 1.790, F* 0.915 V/A, rungs 0
```
